# Field variance of a triangular London vortex lattice and muon damping

**Q.** Consider the statement that muons in the vortex state see a field variance \(0.00371\,\Phi_0^2/\lambda^4\), and that the penetration depth \(\lambda\) can be read off their damping rate. A variance that ignores the applied field looks wrong to me. Where does the calculation start?

**A.** It starts from the London model, in atomic units \(\hbar=e=m_e=4\pi\varepsilon_0=1\). Take straight, static vortices along \(z\) in a bulk sample that is isotropic in the \(xy\) plane, and take the modulus of the order parameter to be constant. With pair charge \(q\), \(|q|=2\), and phase \(\vartheta\), the supercurrent is \(\mathbf j=-(\mathbf A-\nabla\vartheta/q)/(\mu_0\lambda^2)\), which defines \(\lambda\). Insert this in Ampère's law \(\nabla\times\mathbf B=\mu_0\mathbf j\) and take the curl:
\[\lambda^2\nabla\times\nabla\times\mathbf B+\mathbf B=\frac1q\nabla\times\nabla\vartheta .\]
The phase winds by \(2\pi\) round each line \(\mathbf R\), so by Stokes' theorem the right side is a sum of delta functions of weight \(\Phi_0=2\pi/|q|=\pi\), with \(z\) chosen along the flux. For \(\mathbf B=B(x,y)\hat z\) one has \(\nabla\times\nabla\times\mathbf B=-\hat z\nabla^2B\), and
\[B-\lambda^2\nabla^2B=\Phi_0\sum_{\mathbf R}\delta^{(2)}(\mathbf r-\mathbf R).\]
One vortex gives \(\Phi_0K_0(r/\lambda)/(2\pi\lambda^2)\): away from the line the equation is the modified Bessel equation, and near it \(K_0\approx-\ln r\) with \(\nabla^2\ln r=2\pi\delta^{(2)}\) reproduces the source.

**Q.** That field diverges on each line. Why should it have a variance at all?

**A.** The divergence is logarithmic, and \(r\ln^nr\) is integrable at \(r=0\) for every \(n\), so every moment over the cell exists. To compute the second, let the lines form a lattice of cell area \(A\). A periodic array of delta functions has equal Fourier coefficients, \(\sum_{\mathbf R}\delta^{(2)}(\mathbf r-\mathbf R)=A^{-1}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\). Write \(B=\sum B_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\); since \(-\nabla^2\to G^2\),
\[B_{\mathbf G}=\frac{B_0}{1+\lambda^2G^2},\qquad B_0=\frac{\Phi_0}{A}.\]
The \(\mathbf G=0\) term is the mean induction \(B_0\). For \(\delta B=B-B_0\), the cell average of \(e^{i(\mathbf G-\mathbf G')\cdot\mathbf r}\) vanishes unless \(\mathbf G=\mathbf G'\), which leaves
\[\langle\delta B^2\rangle=B_0^2\sum_{\mathbf G\ne0}\frac1{(1+\lambda^2G^2)^2}.\]

**Q.** There is \(B_0^2\) in front, as I expected. How can it disappear?

**A.** The reciprocal vectors grow with \(B_0\). Take \(\mathbf a_1=a(1,0)\) and \(\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}2)\), so \(A=\sqrt3a^2/2\). The condition \(\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}\) is met by \(\mathbf b_1=\frac{2\pi}a(1,-\frac1{\sqrt3})\) and \(\mathbf b_2=\frac{2\pi}a(0,\frac2{\sqrt3})\). Both have squared length \(G_1^2=16\pi^2/(3a^2)\), and \(\mathbf b_1\cdot\mathbf b_2=-G_1^2/2\). Labelling \(\mathbf G=m\mathbf b_1-n\mathbf b_2\),
\[G^2=G_1^2N,\qquad N=m^2+mn+n^2 .\]
From \(B_0=\Phi_0/A\) follows \(a^2=2\Phi_0/(\sqrt3B_0)\), hence
\[x\equiv\lambda^2G_1^2=\frac{8\pi^2\lambda^2B_0}{\sqrt3\,\Phi_0}.\]
When \(x\gg1\) the 1 in the denominator can be dropped against \(xN\), and the prefactor becomes \(B_0^2/x^2=3\Phi_0^2/(64\pi^4\lambda^4)\). With \(S_s=\sum'N^{-s}\), the prime excluding \(m=n=0\),
\[\langle\delta B^2\rangle\to C\,\frac{\Phi_0^2}{\lambda^4},\qquad C=\frac{3S_2}{64\pi^4}.\]
In this limit the equation for \(\delta B\) is Poisson's equation, \(-\lambda^2\nabla^2\delta B=\Phi_0\sum\delta^{(2)}-B_0\). In two dimensions it keeps its form when lengths are scaled with \(a\), so denser vortices shrink the field pattern without changing its amplitude \(\Phi_0/\lambda^2\).

**Q.** Then everything rests on \(S_2\). A double sum of \(N^{-2}\) converges slowly. Can you get five figures by hand?

**A.** Yes, by summing row by row. Complete the square: \(N=(m+n/2)^2+y^2\) with \(y=\sqrt3|n|/2\). The row \(n=0\) gives \(2\zeta(4)=\pi^4/45\). For the other rows use Poisson summation, \(\sum_mf(m+s)=\sum_k\hat f(2\pi k)e^{2\pi iks}\) with \(\hat f(p)=\int f(u)e^{-ipu}du\). The residue at \(u=\mp iy\) gives \(\int e^{-ipu}(u^2+y^2)^{-1}du=\pi e^{-|p|y}/y\). The operator \(-(2y)^{-1}\partial_y\) turns \((u^2+y^2)^{-1}\) into \((u^2+y^2)^{-2}\), so
\[\hat f(p)=\frac{\pi(1+|p|y)}{2y^3}e^{-|p|y}.\]
The shift \(s=n/2\) gives the phase \((-1)^{nk}\). Rows \(n\) and \(-n\) are equal, which is a factor 2. The \(k=0\) terms sum to \(2\sum_{n\ge1}\pi/(2y^3)=8\pi\zeta(3)/(3\sqrt3)\). The terms \(\pm k\) are equal, a second factor 2. Altogether
\[S_2=\frac{\pi^4}{45}+\frac{8\pi\zeta(3)}{3\sqrt3}+\sum_{n,k\ge1}(-1)^{nk}\frac{2\pi}{y^3}(1+2\pi ky)e^{-2\pi ky}.\]
The exponent is \(\sqrt3\pi nk\), so few terms matter. Keeping \((n,k)=(1,1),(1,2),(2,1)\),
\[2.16465+5.81411-0.27002+0.00216+0.00027=7.71117,\]
and the full series gives \(S_2=7.71115\). Then \(C=3\times7.71115/(64\pi^4)=0.0037107\) and \(\sqrt C=0.060916\). The numerical check confirms \(S_2\) to \(10^{-7}\) by enumerating lattice points up to \(N=250000\) and adding the continuum estimate \(2\pi/(\sqrt3\times250000)\) for the tail.

**Q.** Is that just a decimal, or does it have a closed form?

**A.** It has one. Let \(\omega=e^{2\pi i/3}\), so \(\omega+\bar\omega=-1\) and \(|m-n\omega|^2=m^2+mn+n^2\). Thus \(N\) is the norm on the Eisenstein integers, which form a triangular lattice of unit spacing closed under multiplication. Every complex number lies within \(1/\sqrt3<1\) of a lattice point, so any quotient can be rounded to leave a remainder of smaller norm than the divisor. Euclid's algorithm then gives unique factorization up to the six units of norm 1. Because the norm is multiplicative,
\[S_s=6\prod_\varpi\left(1-N(\varpi)^{-s}\right)^{-1},\]
with one prime \(\varpi\) from each set of six associates. Each \(\varpi\) divides the integer \(N(\varpi)=\varpi\bar\varpi\) and so some ordinary prime \(p\); taking norms, \(N(\varpi)\) is \(p\) or \(p^2\). There are three cases.

For \(p=3\), \((1-\omega)^2=-3\omega\), so there is one prime, of norm 3. For \(p\equiv2\pmod3\), note that \(N=(m-n)^2+3mn\equiv0\) or \(1\), so no element has norm \(p\), and \(p\) stays prime with norm \(p^2\). For \(p\equiv1\), the cyclic group of nonzero residues has order divisible by 3, so some \(c\not\equiv1\) has \(c^3\equiv1\), and \(p\) divides \(c^2+c+1=(c-\omega)(c-\bar\omega)\). It divides neither factor, since \(\bar\omega=-1-\omega\) and the coefficient of \(\omega\) is \(\mp1\). So \(p\) is not prime, and \(p=\varpi\bar\varpi\) with norm \(p\) each. If \(\varpi\) divides one factor, \(\bar\varpi\) divides the conjugate one; were they associates, \(\varpi\) would divide the difference \(\omega-\bar\omega\), of norm 3, which is impossible for \(p\ne3\). There are therefore two primes.

The factors are \((1-3^{-s})^{-1}\), \((1-p^{-s})^{-1}(1+p^{-s})^{-1}\) and \((1-p^{-s})^{-2}\). Each equals \((1-p^{-s})^{-1}(1-\chi(p)p^{-s})^{-1}\), where \(\chi=0,1,-1\) for residues \(0,1,2\) modulo 3. These are the Euler products of \(\zeta(s)\) and \(L(s)=\sum_n\chi(n)n^{-s}\), so
\[S_s=6\zeta(s)L(s),\qquad S_2=6\times1.64493\times0.781302=7.7111 .\]

**Q.** How much of this depends on the lattice being triangular?

**A.** For the square lattice \(B_0=\Phi_0/a^2\) and \(G^2=(2\pi/a)^2(m^2+n^2)\), so the coefficient is \(\sum'(m^2+n^2)^{-2}/(16\pi^4)\). The enumerated sum is \(6.02681\), and the coefficient is \(0.0038669\). That is 4% above the triangular value, or 1% in a \(\lambda\) inferred through the fourth root. A disordered array is outside this calculation, which needs periodicity.

**Q.** You dropped the 1 against \(xN\). What did that cost?

**A.** Put \(\epsilon=1/(xN)\), so that \((1+xN)^{-2}=(xN)^{-2}(1+\epsilon)^{-2}\). Taylor's theorem gives \((1+\epsilon)^{-2}=1-2\epsilon+3\epsilon^2(1+\eta)^{-4}\) with \(0<\eta<\epsilon\), so the remainder lies between 0 and \(3\epsilon^2\). Summing term by term and dividing by \(S_2/x^2\),
\[\frac{\langle\delta B^2\rangle}{C\Phi_0^2/\lambda^4}=1-\frac{2S_3}{S_2\,x}+r,\qquad0<r<\frac{3S_4}{S_2\,x^2},\]
with \(S_3=6.37588\) and \(S_4=6.10447\). The limit is approached from below.

Take round model parameters \(\lambda=2000\) Å and \(B_0=0.5\) T, with \(\Phi_0=206783\) T Å\(^2\). Then \(a=[2\times206783/(\sqrt3\times0.5)]^{1/2}=691.05\) Å, \(G_1=4\pi/(\sqrt3a)=0.0104989\) Å\(^{-1}\), and \(x=(2000\times0.0104989)^2=440.9\). The first-order shift is \(-2\times6.37588/(7.71115\times440.9)=-0.00375\), and the full sum gives the ratio \(0.99626\). A quadrature of the real-space field, built by adding \(K_0\) vortices, agrees with the reciprocal sum within the tested relative \(10^{-6}\). At \(B_0=0.02\) T, \(x=17.6\) and the ratio has dropped to \(0.913\). The bounds on \(r\) are tested at both fields.

**Q.** So at half a tesla the formula is good to 0.4%. Since the sum converges without a cutoff, I take it the vortex core is irrelevant.

**A.** It is not, and in this example it is the larger correction. The order parameter is depressed over a coherence length \(\xi\), which the London model does not describe. As a model of the core, smear each delta function into a Gaussian, which multiplies \(B_{\mathbf G}\) by \(e^{-\xi^2G^2/2}\). For \(x\gg1\), \(S_2\) is replaced by
\[F(t_c)=\sum{}'\frac{e^{-t_cN}}{N^2},\qquad t_c=\xi^2G_1^2 .\]
Define \(b=B_0/B_{c2}\) with the Ginzburg–Landau expression \(B_{c2}=\Phi_0/(2\pi\xi^2)\), used here as the definition of a field scale. With \(G_1^2=8\pi^2B_0/(\sqrt3\Phi_0)\) this gives \(t_c=2\rho b\), where \(\rho=2\pi/\sqrt3=3.6276\).

Expanding the exponential would give \(-t_c\sum'1/N\). The ellipse \(N\le N_0\) has area \(\rho N_0\), so that sum behaves as \(\rho\int dN/N\) and diverges; the exponential stops it at \(N\sim1/t_c\), and a logarithm results.

**Q.** That is an estimate. Can you fix the constant beside the logarithm?

**A.** Let \(\theta(u)=\sum_{m,n}e^{-uN}\), origin included. Write \(N=\mathbf v\cdot M\mathbf v\), where \(M\) has diagonal entries 1 and off-diagonal \(\tfrac12\). Then \(\det M=\tfrac34\), and \(M^{-1}\) has diagonal \(\tfrac43\) and off-diagonal \(-\tfrac23\). Poisson summation in both indices needs the Gaussian integral
\[\int e^{-u\mathbf v\cdot M\mathbf v-2\pi i\mathbf k\cdot\mathbf v}d^2v=\frac{\pi}{u\sqrt{\det M}}\,e^{-\pi^2\mathbf k\cdot M^{-1}\mathbf k/u}.\]
Here \(\pi/\sqrt{\det M}=\rho\), and \(\pi^2\mathbf k\cdot M^{-1}\mathbf k=\rho^2(k_1^2-k_1k_2+k_2^2)\), which is \(\rho^2N\) after \(k_2\to-k_2\). So \(\theta(u)=(\rho/u)\,\theta(\rho^2/u)\).

Now \(-F'(t_c)=\sum'e^{-t_cN}/N=\int_{t_c}^\infty(\theta-1)\,du\). Split the integral at \(u=\rho\). The upper part is \(\sum'e^{-\rho N}/N\). In the lower part write
\[\theta(u)-1=\frac\rho u-1+\frac\rho u\left[\theta(\rho^2/u)-1\right].\]
The first two terms integrate to \(\rho\ln(\rho/t_c)-\rho+t_c\). In the third set \(v=\rho^2/u\), \(du/u=-dv/v\), which gives \(\rho\int_\rho^{\rho^2/t_c}(\theta-1)\,dv/v\). Extending the upper limit to infinity costs terms of order \(e^{-\rho^2/t_c}\) and yields \(\rho\sum'E_1(\rho N)\), with \(E_1\) the exponential integral. Collecting,
\[-F'=\rho\ln\frac1{t_c}+\rho\ell+t_c,\qquad\ell=\ln\rho-1+\sum{}'\left[\frac{e^{-\rho N}}{\rho N}+E_1(\rho N)\right],\]
and \(\ell=0.368282\). Integrate from 0, where \(F=S_2\), using \(\int_0^t\ln(1/u)\,du=t\ln(1/t)+t\):
\[F(t_c)=S_2-\rho t_c\left[\ln\frac1{t_c}+1+\ell\right]-\frac{t_c^2}2+O(e^{-\rho^2/t_c}).\]
This is tested against the direct sum at \(t_c=0.002\), \(0.04\) and \(0.5\) to \(10^{-9}\).

With \(\xi=20\) Å, \(B_{c2}=206783/(2\pi\times400)=82.28\) T, \(b=0.006077\) and \(t_c=2\times3.6276\times0.006077=0.04409\). The bracket is \(3.1215+1+0.3683=4.4898\), \(\rho t_c=0.15994\), and
\[\frac F{S_2}=1-\frac{0.15994\times4.4898+0.00097}{7.71115}=0.9067 .\]
At 0.6% of \(B_{c2}\) this core model removes 9% of the variance. The size belongs to the model: a cutoff whose square starts as \(1-c\,\xi^2G^2\) multiplies the logarithm by \(c\), by the counting argument above, and has its own constant. Not every cutoff starts that way. The factor \(uK_1(u)\) with \(u=\sqrt2\,\xi G\) contains \(u^2\ln u\), gives a squared logarithm, and removes 23% of the variance at this \(b\). A Ginzburg–Landau core with the same \(\xi\), solved in a circular cell for \(\lambda\gg\xi\), removes 19%. The field-independent value needs both \(x\gg1\) and \(b\ll1\), with \(b\) small enough that the core loss is negligible. For the Gaussian that loss is about \((2\rho^2/S_2)\,b\,[\ln(1/b)-0.61]\) with \(2\rho^2/S_2=3.4\), and the sum has already lost 30% at \(b=0.03\). Since \(x/t_c=\lambda^2/\xi^2\), such a window requires \(\lambda\gg\xi\).

**Q.** Granted the variance. A muon measures a precession signal, so where does the variance enter?

**A.** Assume that the muons are at rest, spread uniformly over the vortex cell, and start with spin along \(x\), transverse to the field. A positive muon has \(H=-\gamma_\mu BS_z\) with \(\gamma_\mu=|g_\mu|/(2m_\mu)=0.00484197\) in atomic units. The state \((1,1)/\sqrt2\) evolves into \((e^{i\gamma_\mu Bt/2},e^{-i\gamma_\mu Bt/2})/\sqrt2\), whose Pauli expectation is \(\langle\sigma_x\rangle=\cos\gamma_\mu Bt\). Averaging over sites,
\[\langle\cos\gamma_\mu Bt\rangle=\mathrm{Re}\left[e^{i\gamma_\mu B_0t}P(t)\right],\qquad P(t)=\langle e^{i\gamma_\mu\delta Bt}\rangle .\]
Expand \(P\), using \(\langle\delta B\rangle=0\) and defining \(\sigma^2=\gamma_\mu^2\langle\delta B^2\rangle\):
\[P=1-\tfrac12\sigma^2t^2-\tfrac i6\gamma_\mu^3\langle\delta B^3\rangle t^3+O(t^4).\]
The cubic term is imaginary and enters \(|P|^2\) at order \(t^6\), so \(|P|^2=1-\sigma^2t^2+O(t^4)\) and \(\ln|P|=-\sigma^2t^2/2+O(t^4)\). The rate \(\sigma\) is fixed by the initial curvature of the envelope, which is \(-\sigma^2\), in the convention \(e^{-\sigma^2t^2/2}\). This is tested at \(\sigma t=0.01\), with \(P\) from the real-space field and \(\sigma\) from the reciprocal sum.

Nuclear moments add a static random field \(\delta B_n\); for \(B_0\) much larger than it, its \(z\) component shifts the precession frequency at first order. If it has zero mean and is independent of the position in the cell, the cross term \(\langle\delta B\,\delta B_n\rangle\) vanishes and \(\sigma_{\rm tot}^2=\sigma^2+\sigma_n^2\).

**Q.** Now give me the conversion, with its factors.

**A.** In the limit, \(\sigma=\gamma_\mu\sqrt C\,\Phi_0/\lambda^2\) with \(\Phi_0=\pi\), so
\[\sigma\lambda^2=0.0609159\times\pi\times0.00484197=9.2662\times10^{-4}\ \text{a.u.}\]
In laboratory units \(\hbar\gamma_\mu=560.543\) neV/T, and
\[\hbar\sigma\lambda^2=0.0609159\times560.543\times206783\ \text{neV Å}^2=7.0608\times10^{-3}\ \text{eV Å}^2 .\]
Hence \(\lambda=2657\ \text{Å}/\sqrt{\hbar\sigma/\text{neV}}\). A rate of 1 μs\(^{-1}\) is \(\hbar\sigma=0.658212\) neV, so the constant becomes \(2657.22/\sqrt{0.658212}\):
\[\lambda=\frac{3275\ \text{Å}}{\sqrt{\sigma/\mu\text{s}^{-1}}}.\]
The rate is an angular frequency, since it multiplies \(t\) without a \(2\pi\). If the envelope is written \(e^{-\sigma'^2t^2}\), then \(\sigma=\sqrt2\sigma'\) and the constant is \(3275.25/2^{1/4}=2754\) Å. For \(\lambda=2000\) Å the limiting rms field is \(0.0609159\times206783/2000^2=0.0031491\) T, so \(\hbar\sigma=560.543\times0.0031491=1.7652\) neV, or \(\sigma=2.682\) μs\(^{-1}\).

**Q.** In practice I would fit one Gaussian envelope to the whole signal and insert its rate. Is that the same \(\sigma\)?

**A.** Not over a long window, because the field distribution is far from Gaussian. Near a line, for \(r\ll a\) and no core, \(\delta B\approx\text{const}-(\Phi_0/2\pi\lambda^2)\ln r\). The area fraction with a field above a given value goes as \(r^2\), that is as \(\exp(-4\pi\lambda^2\delta B/\Phi_0)\). The high-field tail is therefore exponential, with a decay width of \(1/(4\pi\sqrt C)=1.3\) times the limiting rms field. On the low side the field is bounded.

For the example without core, the skewness \(\langle\delta B^3\rangle/\langle\delta B^2\rangle^{3/2}\) is \(2.98\), and \(|P|=0.608\) at \(\sigma t=2\), where the Gaussian has fallen to \(e^{-2}=0.135\). Both are tested between the \(K_0\) quadrature and a Fourier synthesis, to \(2\times10^{-3}\) (relative and absolute respectively). An unweighted least-squares fit of \(\exp(-s^2t^2/2+i\Delta t)\) to the complex \(P\) returns \(\sigma\) within the tested 2% on \(\sigma t\le0.1\). On \(\sigma t\le4\) it returns \(s=0.40\,\sigma\) and \(\Delta=-0.42\,\sigma\). Used in the conversion, that rate gives \(\lambda\) too large by \(0.40452^{-1/2}=1.57\) relative to the second-moment value. My reading, which is a conjecture and not a test, is that the tail dephases early and the fit then follows the narrow bulk of the line below the mean, as the negative \(\Delta\) suggests. The factor belongs to this window, fixed unit amplitude, equal weights and no core. The rate \(0.40452\) is for 81 equally spaced times and moves to \(0.406\) with dense sampling. The factor is 1.30 on \(\sigma t\le2\), 1.89 on \(\sigma t\le8\), and 1.73 on \(\sigma t\le4\) with a free amplitude. The conversion needs the second moment of the line, from the short-time curvature or from a fit with the skewed line shape.

**Q.** Suppose I do have the true second moment. How well do I recover \(\lambda\)?

**A.** Build the signal from the model with both finite \(x\) and the Gaussian core. The Fourier synthesis gives a variance ratio \(0.903199\), so \(\hbar\sigma=1.76521\times\sqrt{0.903199}=1.6776\) neV. Add a model nuclear width \(\hbar\sigma_n=0.2\) neV: \(\hbar\sigma_{\rm tot}=(1.67759^2+0.2^2)^{1/2}=1.6895\) neV, which is \(2.567\) μs\(^{-1}\).

Inserting the total directly gives \(2657.22/\sqrt{1.68947}=2044\) Å. Subtracting the nuclear part in quadrature first gives \(2657.22/\sqrt{1.67759}=2052\) Å, which is 2.6% above the input. The cruder number lies closer because the nuclear width raises the rate while the core lowers it, and the two partly cancel.

To correct, add the two leading reductions, \(0.906748-0.003751=0.902997\), and multiply by the fourth root, since the variance goes as \(\lambda^{-4}\):
\[\lambda=2051.56\times0.902997^{1/4}=1999.9\ \text{Å}.\]
Here \(x\) depends on \(\lambda\) and is solved for self-consistently. The small residue comes mainly from the product of the two corrections in each term, \(N^{-2}(-t_cN)(-2/xN)\), which sums to \(2t_cS_2/x\) at leading order. Relative to the limit this is \(2\times0.04409/440.9=2.0\times10^{-4}\), close to the gap between \(0.903199\) and \(0.902997\). A quarter of \(2.0\times10^{-4}/0.903\), times 2000 Å, is the missing \(0.1\) Å.

**Q.** That agreement looks too good. You corrected with the same core you put in.

**A.** That is so. The agreement tests the expansions in \(1/x\) and \(t_c\), and says nothing about whether a Gaussian describes a real core. With real data \(\xi\) must come from elsewhere, for instance from \(B_{c2}\) or from the field dependence of \(\sigma\), and the form of the cutoff remains an assumption. In this example the core accounts for most of the 2.6% shift, and the Gaussian is a mild core. The Ginzburg–Landau and \(uK_1(u)\) reductions quoted above raise \(\lambda\) by 5% and 7%. A \(\lambda\) taken from the bare \(0.00371\) at \(b\approx0.006\) is therefore too large by some 3 to 7%, and its second figure is not secure. The core shift depends on the factor \(c\) and the constant of the cutoff, so a different core shape can change it by as much as the Gaussian shift itself or more, and the corrected value is uncertain to that extent. With \(\xi\) from \(B_{c2}\), the Gaussian correction applied to a Ginzburg–Landau core still leaves \(\lambda\) about 3% too large. Vortex disorder, vortex or muon motion on the time scale \(1/\sigma\) and surface spreading of the flux all break assumptions made above and are not covered by the coefficient. In-plane anisotropy is milder. With principal depths \(\lambda_x,\lambda_y\) for currents along \(x\) and \(y\), the operator \(\lambda^2\nabla^2\) becomes \(\lambda_y^2\partial_x^2+\lambda_x^2\partial_y^2\). The area-preserving substitution \(x=(\lambda_y/\lambda_x)^{1/2}x'\), \(y=(\lambda_x/\lambda_y)^{1/2}y'\) restores the isotropic equation with \(\lambda^2=\lambda_x\lambda_y\). The coefficient therefore carries over if the vortex lattice is triangular in the primed coordinates, and not for a general lattice shape.

## Numbers as computed

```
row n=0, pi^4/45 = 2.16465
smooth rows, 8 pi zeta(3)/(3 sqrt3) = 5.81411
ripple (n,k)=(1,1) = -0.270022
ripple (1,2) = 0.00215858
ripple (2,1) = 0.000269823
zeta(2) = 1.64493
L(2) = 0.781302
S2 direct = 7.71114573, rows = 7.71114573, closed = 7.71114573
S3 = 6.37588
S4 = 6.10447
C = 0.00371074
sqrt(C) = 0.0609159
square lattice sum = 6.02681
square lattice coefficient = 0.00386695
rho = 3.6276
ell = 0.368282
Phi0 = 206783 T A^2
gamma_mu = 0.00484197 a.u.
hbar gamma_mu = 560.543 neV/T
hbar = 0.658212 neV us
sigma lam^2 = 0.000926621 a.u.
hbar sigma lam^2 = 0.00706082 eV A^2
lam at hbar sigma = 1 neV = 2657.22 A
lam at sigma = 1/us = 3275.25 A
lam at sigma' = 1/us, exp(-sigma'^2 t^2) = 2754.15 A
inputs: lam = 2000 A, xi = 20 A, B0 = 0.5 T, hbar sigma_n = 0.2 neV
a = 691.047 A
G1 = 0.0104989 1/A
x = 440.903
Bc1 estimate Phi0 ln(lam/xi)/(4 pi lam^2) = 0.0189449 T
Bc2 = 82.2765 T
b = 0.00607707
tc = 0.0440903
ideal rms field = 0.0031491 T
ideal hbar sigma = 1.76521 neV
ideal sigma = 2.68182 1/us
variance ratio, reciprocal sum = 0.996262
variance ratio, K0 quadrature = 0.996262
first-order shift -2 S3/(S2 x) = -0.00375066
at B0 = 0.02 T: x = 17.636, variance ratio = 0.91334
F(tc)/S2 = 0.906748
variance ratio, finite field and core = 0.903199
skewness, no core = 2.98268
|P| at sigma t = 2 = 0.607556
Gaussian exp(-2) = 0.135335
Gaussian fit rate / sigma, sigma t <= 4 = 0.40452
fit frequency shift / sigma = -0.41589
lam overestimate factor from fit = 1.57228
hbar sigma_sc with core = 1.67759 neV
hbar sigma_tot = 1.68947 neV
sigma_tot = 2.56676 1/us
lam naive from sigma_tot = 2044.33 A
lam after nuclear subtraction = 2051.56 A
lam with field and core corrections = 1999.89 A
```
